# Angular Densities of Spinor Spherical Harmonics and Filled j Subshells

An electron in a central field has states labelled by $j$ and $m$, the quantum numbers of $\mathbf J^2$ and $J_z$, where $\mathbf J=\mathbf L+\mathbf S$. Its angular and spin dependence is carried by the spinor spherical harmonic $\Omega_{jlm}$, a normalized two-component function that is also an eigenfunction of $\mathbf L^2$. This problem asks what shape the charge density of such a state has, and what remains of that shape when a subshell is filled. The quantity of interest is the spin-summed angular density

$$\rho=\Omega_{jlm}^\dagger\Omega_{jlm},\qquad \int\rho\,d\Omega_{\hat r}=1 .$$

The algebra uses atomic units ($\hbar=m_e=e=1$), with $c$ the speed of light. The arrows $\uparrow,\downarrow$ denote the eigenstates of $S_z$, and $\boldsymbol\sigma=2\mathbf S$ are the Pauli matrices.

## (a) How much spin up and how much spin down?

**Find the weights of the two spin components of $\Omega_{jlm}$ for $l=j-\tfrac12$ and for $l=j+\tfrac12$, and show that $\rho$ does not depend on the azimuth $\varphi$.**

**Solution.** For given $l$ and $m$, two product functions have $J_z=m$, so

$$\Omega_{jlm}=a\,Y_{l,m-1/2}\uparrow+\,b\,Y_{l,m+1/2}\downarrow .$$

Since $\mathbf J^2=\mathbf L^2+\tfrac34+2\mathbf L\cdot\mathbf S$, an eigenfunction of $\mathbf J^2$ is an eigenfunction of $\mathbf L\cdot\mathbf S$, with eigenvalue

$$\lambda=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]=\begin{cases}\;l/2,& j=l+\tfrac12\\ -(l+1)/2,& j=l-\tfrac12 .\end{cases}$$

Write $\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)$. The ladder operators connect the two product functions with the matrix element $R/2$, where

$$R=\sqrt{l(l+1)-(m-\tfrac12)(m+\tfrac12)}=\sqrt{(l+\tfrac12+m)(l+\tfrac12-m)} .$$

The spin-up row of the eigenvalue equation, multiplied by 2, is

$$(m-\tfrac12)\,a+R\,b=2\lambda a .$$

For $j=l+\frac12$ this gives $Rb=(l+\frac12-m)a$. Squaring and cancelling a common factor,

$$\frac{b^2}{a^2}=\frac{l+\frac12-m}{l+\frac12+m}.$$

For $j=l-\frac12$ it gives $Rb=-(l+\frac12+m)a$, and the ratio $b^2/a^2$ is inverted. With $a^2+b^2=1$, and with $l$ replaced by $j\mp\frac12$, the weights are

$$l=j-\tfrac12:\quad a^2=\frac{j+m}{2j},\quad b^2=\frac{j-m}{2j};$$

$$l=j+\tfrac12:\quad a^2=\frac{j+1-m}{2j+2},\quad b^2=\frac{j+1+m}{2j+2}.$$

At $|m|=l+\frac12$ just one product function exists. It has $\lambda=l/2$, hence $j=l+\frac12$, and the first pair of weights correctly gives it weight 1.

The two spin states are orthogonal, so the density has no cross term:

$$\rho=a^2|Y_{l,m-1/2}|^2+b^2|Y_{l,m+1/2}|^2 .$$

Each $Y_{l\mu}$ depends on $\varphi$ through the phase $e^{i\mu\varphi}$ alone, which drops out of its modulus. The density is a function of $\theta$.

## (b) Does the density know which $l$ it came from?

**The same $j$ can be built from $l=j-\frac12$ or $l=j+\frac12$. Use the operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ to compare the two densities.**

**Solution.** Three properties of $\sigma_r$ are needed.

First, it commutes with $\mathbf J$. Both $\hat{\mathbf r}$ and $\boldsymbol\sigma$ are vectors under rotations generated by $\mathbf J$, meaning $[J_i,\hat r_k]=i\epsilon_{ikn}\hat r_n$ and $[J_i,\sigma_k]=i\epsilon_{ikn}\sigma_n$. Therefore

$$[J_i,\hat r_k\sigma_k]=i\epsilon_{ikn}(\hat r_n\sigma_k+\hat r_k\sigma_n)=0,$$

because the bracket is symmetric in $k,n$ and $\epsilon_{ikn}$ is antisymmetric.

Second, from $\sigma_i\sigma_k=\delta_{ik}+i\epsilon_{ikn}\sigma_n$,

$$\sigma_r^2=\hat r_i\hat r_k\,(\delta_{ik}+i\epsilon_{ikn}\sigma_n)=1 .$$

Third, $\sigma_r$ changes sign under $\mathbf r\to-\mathbf r$, so it reverses parity.

Now apply $\sigma_r$ to $\Omega_{jlm}$. The result still has quantum numbers $j$ and $m$. Part (a) shows that only two independent functions with these quantum numbers exist, one for each $l$. Their parities $(-1)^l$ are opposite, since the two $l$ values differ by one. The result must therefore be the other function, with $l'=2j-l$, times a constant. That constant has modulus 1 because $\sigma_r$ is Hermitian with square 1 and preserves the norm. Choose the phases so that it is $-1$:

$$\sigma_r\Omega_{jlm}=-\Omega_{jl'm}.$$

Applying $\sigma_r$ again gives the same relation with $l$ and $l'$ exchanged, so the choice is consistent. At every point of the sphere,

$$\Omega_{jl'm}^\dagger\Omega_{jl'm}=\Omega_{jlm}^\dagger\sigma_r^2\,\Omega_{jlm}=\Omega_{jlm}^\dagger\Omega_{jlm}.$$

The density does not depend on which $l$ was used. At each point $\sigma_r$ turns the spin by $180^\circ$ about the radial direction, up to a phase. This reverses the spin component perpendicular to $\hat{\mathbf r}$, keeps the radial component, and leaves the amount of charge alone.

## (c) The sign of $m$, and the shapes themselves

**Show that $m$ and $-m$ give the same density. Then work out the densities for $j=\frac12,\frac32,\frac52$.**

**Solution.** By part (b) the smaller value, $l=j-\frac12$, may be used for every state of given $j$:

$$\rho_{jm}=\frac{(j+m)\,|Y_{l,m-1/2}|^2+(j-m)\,|Y_{l,m+1/2}|^2}{2j},\qquad l=j-\tfrac12 .$$

Replacing $m$ by $-m$ turns the numerator into

$$(j-m)\,|Y_{l,-(m+1/2)}|^2+(j+m)\,|Y_{l,-(m-1/2)}|^2 .$$

Since $|Y_{l,-\mu}|=|Y_{l\mu}|$, this is the original numerator. The density depends on $j$ and $|m|$ and may be written $\rho_{j|m|}(\theta)$.

Let $x=\cos\theta$ and $s^2=1-x^2$. The harmonics needed are

$$|Y_{00}|^2=\frac1{4\pi},\quad |Y_{10}|^2=\frac{3x^2}{4\pi},\quad |Y_{11}|^2=\frac{3s^2}{8\pi},$$

$$|Y_{20}|^2=\frac{5(3x^2-1)^2}{16\pi},\quad |Y_{21}|^2=\frac{15s^2x^2}{8\pi},\quad |Y_{22}|^2=\frac{15s^4}{32\pi}.$$

For $j=\frac12$, $m=\frac12$, the weights are 1 and 0, so

$$\rho_{\frac12\frac12}=|Y_{00}|^2=\frac1{4\pi}.$$

This holds for $p_{1/2}$ as well as for $s_{1/2}$. The $p_{1/2}$ state is spherical although it is built from $p$ functions.

For $j=\frac32$,

$$\rho_{\frac32\frac12}=\frac{2|Y_{10}|^2+|Y_{11}|^2}{3}=\frac{4x^2+s^2}{8\pi}=\frac{1+3x^2}{8\pi},\qquad \rho_{\frac32\frac32}=|Y_{11}|^2=\frac{3s^2}{8\pi}.$$

These describe $p_{3/2}$ and $d_{3/2}$ alike. For $j=\frac52$, which covers $d_{5/2}$ and $f_{5/2}$,

$$\rho_{\frac52\frac12}=\frac{3|Y_{20}|^2+2|Y_{21}|^2}{5}=\frac{3}{16\pi}\left[(3x^2-1)^2+4s^2x^2\right]=\frac{3(5x^4-2x^2+1)}{16\pi},$$

$$\rho_{\frac52\frac32}=\frac{4|Y_{21}|^2+|Y_{22}|^2}{5}=\frac{3s^2}{32\pi}\,(16x^2+s^2)=\frac{3s^2(1+15x^2)}{32\pi},$$

$$\rho_{\frac52\frac52}=|Y_{22}|^2=\frac{15s^4}{32\pi}.$$

## (d) What makes $p_{1/2}$ spherical?

**Write out the two spin components of $p_{1/2}$ with $m=\frac12$. Is an arbitrary superposition of $m=\pm\frac12$ also spherical? Is the spin density spherical?**

**Solution.** An $s_{1/2}$ state in any superposition of $m=\pm\frac12$ is a constant normalized spinor $\chi$ divided by $\sqrt{4\pi}$. By part (b), the corresponding $p_{1/2}$ state is $-\sigma_r\chi/\sqrt{4\pi}$, and its density is

$$\frac{\chi^\dagger\sigma_r^2\chi}{4\pi}=\frac1{4\pi}.$$

Every superposition is spherical. For $m=\frac12$, take $\chi=\uparrow$ and use

$$\sigma_r=\begin{pmatrix}\cos\theta&\sin\theta\,e^{-i\varphi}\\ \sin\theta\,e^{i\varphi}&-\cos\theta\end{pmatrix}
\quad\Rightarrow\quad
\Omega=-\frac1{\sqrt{4\pi}}\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\varphi}\end{pmatrix}.$$

The spin-up density is the dumbbell $\cos^2\theta/4\pi$ and the spin-down density is the ring $\sin^2\theta/4\pi$. Neither is spherical, but they add to a constant.

Their difference gives the spin density along $z$:

$$\Omega^\dagger\sigma_z\Omega=\frac{\cos^2\theta-\sin^2\theta}{4\pi}=\frac{\cos2\theta}{4\pi}.$$

This is positive at the poles and negative at the equator. The spherical shape belongs to the charge; the $z$ component of the spin density of the same state is not spherical.

## (e) Filling the subshell

**Sum the densities over all $2j+1$ values of $m$. Then decide whether a single $J_z$ eigenstate with $j\ge\frac32$ can be spherical.**

**Solution.** In the sum, a given $|Y_{l\mu}|^2$ appears twice: as the spin-up part of the state $m=\mu+\frac12$ and as the spin-down part of the state $m=\mu-\frac12$. With the weights of part (a), its total coefficient is

$$l=j-\tfrac12:\quad\frac{(j+\mu+\frac12)+(j-\mu+\frac12)}{2j}=\frac{2j+1}{2l+1},$$

$$l=j+\tfrac12:\quad\frac{(j+\frac12-\mu)+(j+\frac12+\mu)}{2j+2}=\frac{2j+1}{2l+1}.$$

In the second case $\mu=\pm l$ would call on the absent states $m=\pm(j+1)$, but their formal weight is zero, so the count stands. The coefficient does not depend on $\mu$, and

$$\sum_m\rho_{j|m|}=\frac{2j+1}{2l+1}\sum_{\mu=-l}^{l}|Y_{l\mu}|^2 .$$

The remaining sum is the one in the ordinary Unsöld theorem. A rotation commutes with $\mathbf L^2$, so it maps the $2l+1$ harmonics of given $l$ into combinations of themselves. It also preserves their orthonormality, so the mixing matrix is unitary. A unitary mixing leaves $\sum_\mu|Y_{l\mu}|^2$ unchanged, so this sum has the same value in every direction. Its integral over the sphere is $2l+1$, which makes the constant $(2l+1)/4\pi$. Hence

$$\boxed{\sum_{m=-j}^{j}\rho_{j|m|}(\theta)=\frac{2j+1}{4\pi}}$$

The pole $\theta=0$ provides a check and answers the second question. There every $Y_{l\mu}$ with $\mu\ne0$ vanishes, so $|Y_{l0}|^2$ alone supplies the whole constant $(2l+1)/4\pi$. States with $|m|\ge\frac32$ contain no $\mu=0$ part and have zero density at the pole. For $|m|=\frac12$, with $l=j-\frac12$,

$$\rho_{j\frac12}(0)=\frac{j+\frac12}{2j}\cdot\frac{2j}{4\pi}=\frac{j+\frac12}{4\pi}.$$

The two states $m=\pm\frac12$ together give $(2j+1)/4\pi$, as they should. A spherical state would need the value $1/4\pi$ at the pole, which requires $j=\frac12$. No $J_z$ eigenstate with $j\ge\frac32$ is spherical.

In a mean-field description, the density of a filled subshell is the sum of its orbital densities. The theorem then makes it spherical if all $2j+1$ orbitals share the same radial functions. It can fail if those functions are allowed to depend on $|m|$, or if a non-central field, such as that of neighbouring atoms, mixes the occupied orbitals with empty states of another $j$, or of the same $j$ and the other $l$. A uniform electric field, for example, mixes a filled $s_{1/2}$ subshell with empty $p_{1/2}$ states, and the cross term between the two spinors makes the density non-spherical although each spinor alone is spherical. Mixing among occupied orbitals alone leaves the summed density unchanged.

## (f) The four-component orbital

**In the Dirac equation the large and small components have different $l$. Does this spoil the angular factor?**

**Solution.** Let $\varepsilon$ be the energy without the rest energy $c^2$, and $V(r)$ the potential. With upper and lower two-component parts $\phi$ and $\eta$, the Dirac equation reads

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=(\varepsilon-V)\phi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(\varepsilon-V+2c^2)\eta .$$

The product rule for Pauli matrices gives

$$\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)=-i\partial_r+\frac{i}{r}\,\boldsymbol\sigma\cdot\mathbf L .$$

Multiplying by $\sigma_r$ from the left isolates $\boldsymbol\sigma\cdot\mathbf p$. Define $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. The eigenvalues $2\lambda$ of $\boldsymbol\sigma\cdot\mathbf L=2\mathbf L\cdot\mathbf S$ from part (a) are then $-(\kappa+1)$ in both cases, and exchanging $l$ with $l'$ changes the sign of $\kappa$. Label the spinors by $\kappa$, so that $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. For any radial function $g$,

$$\boldsymbol\sigma\cdot\mathbf p\,(g\,\Omega_\kappa)=-i\left[g'+\frac{(1+\kappa)g}{r}\right]\sigma_r\Omega_\kappa=i\left[g'+\frac{(1+\kappa)g}{r}\right]\Omega_{-\kappa}.$$

The operator that couples the components thus supplies the partner spinor. Insert $\phi=P\,\Omega_\kappa/r$ and $\eta=iQ\,\Omega_{-\kappa}/r$. For $g=P/r$ the bracket is $(P'+\kappa P/r)/r$. For $Q$ the sign of $\kappa$ is reversed and the two factors of $i$ give $-1$. The angles cancel, leaving

$$P'+\frac{\kappa}{r}P=\frac{\varepsilon-V+2c^2}{c}\,Q,\qquad Q'-\frac{\kappa}{r}Q=-\frac{\varepsilon-V}{c}\,P .$$

The two spinors have the same angular density by part (b), so

$$\psi^\dagger\psi=\frac{P^2+Q^2}{r^2}\,\rho_{j|m|}(\theta).$$

The angular factor is the same for any central potential $V(r)$ in which these radial equations have a bound solution; the strength of relativity enters only through $P$ and $Q$. A $p_{1/2}$ orbital has a $p$-type large component and an $s$-type small component, and both are spherical.

## (g) One electron around an ytterbium nucleus

**For the ion Yb$^{69+}$ ($Z=70$), compare the densities of $2p_{1/2}$ and $2p_{3/2}$ at the radius where the nonrelativistic $2p$ radial density peaks. What happens when one electron is removed from a filled $2p_{3/2}$ subshell?**

**Solution.** The model is a fixed point nucleus, $V=-Z/r$, without quantum-electrodynamic corrections. The two radial equations were integrated numerically. The energies are about $-18250$ eV for $2p_{1/2}$ and $-16950$ eV for $2p_{3/2}$, a splitting of about 1300 eV (48 hartree). The mean radii are 0.0332 and 0.0368 angstrom, against 0.0378 angstrom without relativity. These are contractions of 12% and 3% relative to the nonrelativistic value. Relativity changes the radial functions, while the angular factors stay as derived.

The nonrelativistic $2p$ radial density is proportional to $r^4e^{-Zr}$ and peaks at

$$r=\frac{4a_0}{Z}=\frac{4\times0.5292}{70}=0.0302\ \text{angstrom}.$$

At this radius the parts of the $2p_{1/2}$, $m=\frac12$ density, in electrons per cubic angstrom, are:

| $\theta$ | large, up | large, down | small | total |
|---|---|---|---|---|
| $0^\circ$ | 2290 | 0 | 5 | 2295 |
| $45^\circ$ | 1145 | 1145 | 5 | 2295 |
| $90^\circ$ | 0 | 2290 | 5 | 2295 |

The dumbbell and the ring of part (d) exchange their shares as $\theta$ grows, and the total stays fixed. The small component supplies 0.2% of the density here but 1.8% of the charge over all space, because $Q^2/P^2$ varies with $r$.

For $2p_{3/2}$ the angle-averaged density at the same radius is 2280 in the same unit, rounded to three figures; the densities below carry the same precision. For $|m|=\frac12$, the factor $4\pi\rho=(1+3x^2)/2$ equals 2 at the pole and $\frac12$ at the equator:

$$2\times2280=4560,\qquad \tfrac12\times2280=1140 .$$

For $|m|=\frac32$, the factor $3s^2/2$ gives 0 and $\frac32\times2280=3420$. Four electrons placed in these orbitals, with their mutual repulsion ignored, have the density

$$\text{pole: }2(4560+0)=9120,\qquad\text{equator: }2(1140+3420)=9120 .$$

Removing the $m=\frac12$ electron leaves $9120-4560=4560$ at the pole and $9120-1140=7980$ at the equator, a ratio of $4/7\approx0.57$. The hole in the subshell has the shape of the missing orbital. Removing one electron from a filled $2p_{1/2}$ subshell would leave a spherical density, by part (d).

The numerical check checks the angular results with spinors obtained by diagonalizing $\mathbf J^2$ and $J_z$, independently of the weights derived in part (a).

## Calculated quantities

```
Largest density error, j=1/2..9/2: 3.3e-16 per sr
Largest filled-sum error: 8.9e-16 per sr
Random p1/2 state, 4pi*(max-min): 8.7e-16
Random p3/2 state, 4pi*(max-min): 1.595
4pi*density at theta = 0, 45, 90 degrees (no unit):
  j=1/2 |m|=1/2: 1.0000  1.0000  1.0000
  j=3/2 |m|=1/2: 2.0000  1.2500  0.5000
  j=3/2 |m|=3/2: 0.0000  0.7500  1.5000
  j=5/2 |m|=1/2: 3.0000  0.9375  0.7500
  j=5/2 |m|=3/2: 0.0000  1.5937  0.3750
  j=5/2 |m|=5/2: 0.0000  0.4687  1.8750
Yb ion with one electron: Z = 70
Speed of light: 137.035999 atomic units
Hartree energy: 27.211386 eV
Bohr radius: 0.52917721 angstrom
Nonrelativistic n=2 energy: -16666.97 eV
Nonrelativistic 2p mean radius: 0.037798 angstrom
2s1/2 energy, numerical: -18250.36 eV
2s1/2 energy, formula: -18250.36 eV
2s1/2 mean radius: 0.040805 angstrom
2s1/2 small-component weight: 0.017858
2p1/2 energy, numerical: -18250.36 eV
2p1/2 energy, formula: -18250.36 eV
2p1/2 mean radius: 0.033245 angstrom
2p1/2 small-component weight: 0.017858
2p3/2 energy, numerical: -16948.03 eV
2p3/2 energy, formula: -16948.03 eV
2p3/2 mean radius: 0.036795 angstrom
2p3/2 small-component weight: 0.016583
2p3/2 - 2p1/2 splitting: 1302.34 eV
Evaluation radius 4a0/Z: 0.030239 angstrom
2s1/2 angle-averaged density there: 2115.80 /A^3
2p1/2 angle-averaged density there: 2295.15 /A^3
2p3/2 angle-averaged density there: 2280.66 /A^3
Densities there at theta = 0, 45, 90 degrees, in 1/angstrom^3:
  2p1/2 m=1/2 large, spin up: 2290.22  1145.11  0.00
  2p1/2 m=1/2 large, spin down: 0.00  1145.11  2290.22
  2p1/2 m=1/2 small, both spins: 4.93  4.93  4.93
  2p1/2 m=1/2 total: 2295.15  2295.15  2295.15
  2p3/2 |m|=1/2: 4561.33  2850.83  1140.33
  2p3/2 |m|=3/2: 0.00  1710.50  3421.00
  2p3/2 filled, 4 electrons: 9122.65  9122.65  9122.65
  2p3/2 without m=1/2, 3 electrons: 4561.33  6271.82  7982.32
Pole/equator ratio, 2p3/2 |m|=1/2: 4.0000
Pole/equator ratio, 3 electrons: 0.5714
```
